# Newton iteration on an exponential charge equation from either side

## Problem

Deep in the n-type body of a silicon p-channel transistor there is no field, and the electron density is classical even when a Schrödinger–Poisson solver treats the layer under the gate quantum mechanically. Take fully ionized donors of density $N$, no holes, and Boltzmann electrons in equilibrium. Measure the potential $\phi$ from the value at which the electron density $n$ equals the intrinsic density $n_i$. Neutrality then reads

$$F(\phi)=n_i e^{\phi/V_t}-N=0,\qquad V_t=\frac{kT}{q}.$$

Use $T=300$ K, $N=10^{17}$ cm$^{-3}$ and the rough silicon value $n_i=10^{10}$ cm$^{-3}$. Solve the equation by Newton iteration, $\phi_{\rm new}=\phi-F(\phi)/F'(\phi)$, without the step damping that device solvers usually add.

1. Find the root $\phi^*$. Write the iteration in terms of the distance from the root in thermal voltages, $u=(\phi-\phi^*)/V_t$.
2. Start at $u=-10$. Where does the first step land, and why?
3. Start at $u=+10$. How large are the steps, and why?
4. How many steps does each run need to reach $|u|<10^{-10}$?
5. What happens to the first run in double-precision arithmetic, and how can the equation be rewritten to avoid the trouble?
6. Does a full Poisson solver on a grid show the same behaviour?

## Hints

**Hint 1.** Divide $F$ by $N$ and use the definition of the root to remove $n_i$.

**Hint 2.** A Newton step is the misfit divided by the slope. Estimate the two separately at each starting point.

**Hint 3.** For the count, add up all the steps from the start of the descent to the first iterate below $u=1$. The small corrections form a sum that a geometric series can bound.

**Hint 4.** Ask which function of $n$ is linear in $\phi$.

**Hint 5.** If all nodes of a grid have the same potential, what does the discrete second derivative contribute?

## Solution

### 1. The root and the scaled map

Setting $F=0$ gives $e^{\phi^*/V_t}=N/n_i$, so

$$\phi^*=V_t\ln\frac{N}{n_i}=25.852\ \text{mV}\times 16.118=0.4167\ \text{V}.$$

Insert $\phi=\phi^*+uV_t$:

$$F=n_i e^{\phi^*/V_t}e^{u}-N=N(e^u-1),\qquad F'=\frac{dF}{d\phi}=\frac{N}{V_t}e^u .$$

The Newton step in volts is $-F/F'=-V_t(1-e^{-u})$. Dividing by $V_t$ gives the map

$$u_{\rm new}=g(u)=u-1+e^{-u}.\tag{1}$$

Doping, intrinsic density and temperature have all dropped out. They fix where the root lies and what one unit of $u$ is worth in volts, but not the sequence of iterates $u$.

### 2. Starting below the root

For a start $a$ thermal voltages below the root, put $u=-a$ in (1):

$$u_1=e^{a}-1-a.\tag{2}$$

With $a=10$ this is $22026.47-11=22015.47$. The first step goes from $0.158$ V to a point $22015.47\times0.025852\ \text{V}=569$ V above the root.

The reason is in the two factors of the step. At the start the density is $n/N=e^{-10}=4.54\times10^{-5}$. Nearly all the required charge is missing, so the misfit is almost $-N$. The slope $F'=n/V_t$ is proportional to the density present, so it is only $4.54\times10^{-5}$ of its value at the root. Newton's method assumes that this feeble response stays constant. On that assumption, supplying a charge $N$ takes about $N/n=e^{10}$ thermal voltages. In fact the response grows by a factor $e$ with every thermal voltage, and ten of them would have been enough.

Equation (2) also shows when a start below the root is harmless. For small $a$, $e^a-1-a\approx a^2/2$, which is the usual quadratic convergence. A start at $a=1$ lands at $0.72$, closer than before. A start at $a=2$ lands at $4.39$, farther away, and $a=5$ lands at $142$.

### 3. Starting above the root

For $u>0$ the map moves down by

$$u-u_{\rm new}=1-e^{-u}.\tag{3}$$

At $u=10$ the step is $0.999955$ thermal voltages. Well above the root the constant $N$ is negligible beside $n$, so $F\approx n$ and $F'=n/V_t$. Their ratio is $V_t$, however large $n$ may be. The tangent to a pure exponential meets zero one decay length back, and here the decay length is the thermal voltage. Each step divides the density by about $e$. That is fast progress in the charge, but slow progress in the potential.

The run cannot cross back below the root. The derivative $g'(u)=1-e^{-u}$ is negative for $u<0$ and positive for $u>0$, so $g$ has its minimum at $u=0$, where $g(0)=0$. Every iterate after the first step therefore satisfies $u\ge0$, and by (3) the descent is monotone.

Near the root the behaviour changes. Since $g(0)=0$ and $1-e^{-t}\le t$,

$$g(u)=\int_0^u(1-e^{-t})\,dt\le\int_0^u t\,dt=\frac{u^2}{2}\qquad(u\ge0).\tag{4}$$

Some iterates of the run from $u=+10$ show both regimes:

| iterate | $u$ | step just taken |
|---|---|---|
| 1 | 9.00005 | −0.99995 |
| 5 | 5.0039 | −0.9975 |
| 9 | 1.2024 | −0.8747 |
| 10 | 0.5029 | −0.6995 |
| 12 | 0.00559 | −0.1021 |
| 13 | $1.56\times10^{-5}$ | −0.0056 |

The last row agrees with $u^2/2$ for $u=0.00559$.

### 4. Counting the steps

Let the descent begin at $u_0=U\ge1$, and let $u_K$ be the first iterate below 1. Adding (1) over these $K$ steps gives

$$u_K=U-K+S,\qquad S=\sum_{j=0}^{K-1}e^{-u_j},$$

and hence $K=U-u_K+S$. Both corrections can be bounded.

*The sum $S$.* All its iterates satisfy $u_j\ge1$, so by (3) neighbouring ones are at least $1-1/e$ apart. Counting backwards from the last, $u_{K-1-m}\ge 1+m(1-1/e)$. Therefore

$$0<S<e^{-1}\sum_{m=0}^{\infty}e^{-m(1-1/e)}=\frac{e^{-1}}{1-e^{-(1-1/e)}}\approx0.785 .$$

*The endpoint $u_K$.* Because $g$ increases for $u>0$ and $u_{K-1}\ge1$, we have $u_K\ge g(1)=1/e$. By definition $u_K<1$.

Together these give

$$U-1<K<U+0.418.\tag{5}$$

For the start above, $U=10$, and the only integer allowed is $K=10$. For the start below, the descent begins at $U=22015.47$, and the only integer allowed is $K=22015$.

It remains to count the steps from $u<1$ to the tolerance. The first gives $u<g(1)=0.368$. Repeated use of (4) then gives bounds of about $0.068$, $0.0023$, $2.6\times10^{-6}$ and $3.4\times10^{-12}$. Five steps are always enough, and both runs here use all five. The totals are

- from above: $10+5=15$ steps;
- from below: $1+22015+5=22021$ steps, the extra one being the overshoot.

As a test, both runs were repeated from $F(\phi)$ itself, in volts, with 50-digit arithmetic and a slope taken from finite differences. Every iterate agreed with (1) to within $10^{-6}$ thermal voltages, and the numbers of steps were the same.

### 5. Machine arithmetic and a cure

In ordinary double precision the long descent never begins. After the overshoot the program must evaluate $e^{\phi/V_t}$ with argument $16.1+22015.5\approx22032$, but the exponential overflows above $709.8$. The density becomes infinite, and the next step, infinity divided by infinity, is undefined. By (2), the exponential itself stays finite after the first step only for starts up to

$$e^a-1-a+16.118=709.78\quad\Rightarrow\quad a=6.55 .$$

The "largest safe start" in the output is this limit for the exponential alone. The factor $n_i=10^{10}$ adds $\ln 10^{10}=23.0$ to the exponent, so the density in cm$^{-3}$ overflows slightly earlier, and the practical limit is about $a=6.5$. These limits belong to the present doping and to a program that evaluates $n_i e^{\phi/V_t}$ directly.

The cure is to solve the same condition in logarithmic form:

$$L(\phi)=\ln\frac{n}{N}=\frac{\phi}{V_t}-\ln\frac{N}{n_i}=0,\qquad L'=\frac1{V_t}.$$

One Newton step gives

$$\phi-V_tL=\phi-\phi+V_t\ln\frac N{n_i}=\phi^* .$$

From either starting point it lands on $0.4167$ V. The root is unchanged; what has changed is the function that Newton's method replaces by a straight line. The one-step result relies on the charge balance being a single exponential equal to a constant. With holes, $L$ is no longer linear, but $n-p=2n_i\sinh(\phi/V_t)$, so the form $\operatorname{arsinh}[(n-p)/2n_i]-\operatorname{arsinh}(N/2n_i)=0$ is linear in $\phi$ and again lands on the root in one step. Once a second derivative of $\phi$ enters, the argument carries over only in special cases. The form $u-\ln(1+L_D^2u'')=0$, with $L_D$ the Debye length of Variation A, still lands in one step for the zero-field, uniform start of part 6, but with one end held at the root the argument of the logarithm turns negative after the first step. Device solvers usually damp the step instead. Replacing a correction $\delta$ (in thermal voltages) by $\operatorname{sign}(\delta)\ln(1+|\delta|)$ takes the scalar start $u=-a$ to $-a+\ln e^{a}=0$, and it converges the held-end grids of 100 and 1000 nodes in part 6 in 10 steps.

### 6. The same step on a grid

With permittivity $\varepsilon$ and grid spacing $h$, Poisson's equation at an interior node $i$ is

$$\frac{\varepsilon}{h^2}(2\phi_i-\phi_{i-1}-\phi_{i+1})+q(n_i^{\rm node}-N)=0,$$

where $n_i^{\rm node}$ is the electron density at that node. Let the field vanish at both ends and start from a uniform potential. The difference term is then zero. The Newton corrections $\delta_i$ obey

$$\frac{\varepsilon}{h^2}(2\delta_i-\delta_{i-1}-\delta_{i+1})+\frac{qn}{V_t}\delta_i=q(N-n).$$

A uniform correction $\delta=V_t(N-n)/n$ satisfies this at every node, and it is the scalar Newton step. It is also the only solution: the difference matrix has no negative eigenvalues, and the positive diagonal $qn/V_t$ makes the whole matrix invertible. With zero field at both ends and a uniform start, a fine grid gives no protection. Solving the matrix equation for 21 nodes spaced 1 nm apart, started at $u=-10$, puts every node at $u=22015.5$. A real body, however, ends in a contact that fixes the potential. Take it held at the root; a contact doped to $10^{20}$ cm$^{-3}$ would add about 7 thermal voltages to the overshoots for 21 and 100 nodes below. The first step then solves approximately $L_D^2u''=-1$, with $L_D$ the Debye length of Variation A, and the largest overshoot is about $\ell^2/(2L_D^2)$ for a body of length $\ell$, as long as this is well below $e^a$. With one end so held, zero field at the other and the same uniform start on a 1 nm grid, and counting only the free nodes, it is $1.4$ for 21 nodes, $30$ for 100 nodes and about $2700$ for 1000 nodes.

### The numbers beside a real device

A doping of $10^{17}$ cm$^{-3}$ is of a realistic order for a transistor body, and a root about $0.42$ V from the intrinsic level is ordinary. The 569 V is not a voltage in the device. It is an intermediate guess at which Boltzmann statistics and the band model have no meaning. The solution itself has no field, so breakdown, tunnelling and confinement do not arise in it.

Of the neglected effects sized here, incomplete ionization moves the root most. A donor level at a rough 45 meV with twofold spin degeneracy gives $n/N=0.962$ and lowers $\phi^*$ by about 1 mV. It also adds about 4% to the slope at the start and so lowers the overshoot from the same 0.158 V by about 860 thermal voltages; for a start ten thermal voltages below the shifted root the lower density nearly cancels this and the drop is only about 30. These values belong to the single-level model: counting the valley-orbit levels of phosphorus at rough depths of 34 and 33 meV as well gives $n/N\approx0.87$ and a shift of about 3.6 mV. Band-gap narrowing, not included here, is 3 to 6 meV at this doping in some empirical fits and zero in others; it would lower $\phi^*$ by half that amount, up to about 3 mV. Holes matter for the overshoot if the chip is hot. At 300 K they reduce it by only $0.11$ thermal voltages. At 400 K, with $N$ and the ten-thermal-voltage offset held fixed, a rough $n_i=3.5\times10^{12}$ cm$^{-3}$ makes the hole density at the start comparable with the electron density. Holes add to the slope, and the overshoot falls to about $13\,900$ thermal voltages, or 480 V. This figure is sensitive to $n_i$, which was scaled with a fixed gap: letting the gap shrink with temperature gives $n_i\approx5.3\times10^{12}$ cm$^{-3}$ and an overshoot of about $9400$ thermal voltages, or 320 V.

## Variation A: neighbours held at the root

*One grid cell starts at $u=-10$ while its two neighbours are held at $\phi^*$. How far does the first step go?*

The difference term is now $(2\varepsilon/h^2)(\phi-\phi^*)$. Dividing the cell's equation by $qN$ gives

$$\lambda u+e^u-1=0,\qquad \lambda=\frac{2\varepsilon V_t}{qNh^2}=2\left(\frac{L_D}{h}\right)^2,$$

where $L_D=\sqrt{\varepsilon V_t/(qN)}=12.9$ nm is the Debye length for relative permittivity 11.7. The Newton step is

$$u_1=u-\frac{\lambda u+e^u-1}{\lambda+e^u}=\frac{1-(1-u)e^u}{\lambda+e^u}.$$

With $u=-a$,

$$u_1=\frac{1-(1+a)e^{-a}}{\lambda+e^{-a}}<\frac1\lambda .$$

For $\lambda\to0$ this returns to (2). The coupling supplies a slope that does not vanish when the electrons are absent, and this caps the overshoot. For $a=10$:

- $h=1$ nm: $\lambda=334$ and $u_1=0.003$, so there is practically no overshoot;
- $h=100$ nm: $\lambda=0.033$ and $u_1=29.9$;
- $h=1000$ nm: $\lambda=3.3\times10^{-4}$ and $u_1=2632$.

The protection comes from the fixed neighbours together with a spacing no larger than about the Debye length: at $h=L_D$ the bound $1/\lambda$ is half a thermal voltage. Part 6 shows that when all nodes are wrong together the distance to the nearest fixed potential takes the place of the spacing, and that the protection is lost entirely if no node is held fixed and the start is uniform. A free node that starts near the root also supplies slope: on the 21-node zero-field grid, starting one end node at the root cuts the overshoot to about 21.

## Variation B: Fermi–Dirac electrons

*Replace the Boltzmann density by that of a parabolic band and start again from 0.158 V. Does the long descent survive?*

Write $n=N_cF_{1/2}(\eta)$, where $N_c=2.8\times10^{19}$ cm$^{-3}$ is a rough effective density of states and $\eta=\phi/V_t+\ln(n_i/N_c)$ is the Fermi level above the band edge in units of $kT$. The function $F_{1/2}$ is normalized so that it tends to $e^\eta$ for $\eta\ll-1$. The start, $\eta=-15.63$, lies deep in that limit, so the overshoot is the same as before and leads to $\eta=22010$.

The descent is different. For $\eta\gg1$ the density follows a power law, $n\propto\eta^{3/2}$, and $N\ll n$ can be dropped from the misfit. Then

$$\eta_{\rm new}\approx\eta-\frac{\eta^{3/2}}{\tfrac32\eta^{1/2}}=\eta-\frac23\eta=\frac{\eta}{3}.$$

The computed iterates are $22010,\ 7337,\ 2446,\ 815,\ 272,\ 90.6,\ 30.2,\ 10.0,\dots$ Below the band edge the density is again nearly exponential, and steps of about one thermal voltage return for the last stretch to the root near $\eta=-5.6$. The whole run takes 20 steps instead of 22021, although the root itself moves by only $0.03$ mV. The factor $1/3$ and the count belong to the parabolic band, which has no physical meaning 569 eV above the edge: a nonparabolicity of $0.5$ eV$^{-1}$ gives $n\propto\eta^3$ there, a factor $2/3$ per step, and 29 steps. The one-thermal-voltage descent is therefore a property of the exponential density, while the overshoot comes from the small slope at the start, which both models share.

The numerical output below lists the iterates and the remaining values.

## Values computed for the example and the checks

```
T = 300 K, Vt = 25.852 mV, N = 1.0e+17 cm^-3
rough silicon: ni = 1.0e+10 cm^-3, Nc = 2.8e+19 cm^-3
rough: gap 1.12 eV, donor depth 45 meV, relative permittivity 11.7
root phi* = 0.41669 V = 16.1181 Vt
starts: 0.15817 V (below), 0.67521 V (above)
start below: n/N = slope ratio = 4.5400e-05
start 1 Vt below lands 0.718 Vt above root
start 2 Vt below lands 4.389 Vt above root
start 5 Vt below lands 142.413 Vt above root
start 10 Vt below lands 22015.466 Vt above root
overshoot for 10 Vt: 569.14 V above root
second step from there: -1.000000 Vt
below: crawl K = 22015 steps from landing to u < 1
below: total steps to |u| < 1e-10: 22021
below, last iterates u: 1.595e+00 7.983e-01 2.484e-01 2.845e-02 4.008e-04 8.029e-08 3.223e-15
above: crawl K = 10, total steps 15
above: iterate 0: u = 1.000000e+01
above: iterate 1: u = 9.000045e+00, step -0.999955 Vt
above: iterate 2: u = 8.000169e+00, step -0.999877 Vt
above: iterate 3: u = 7.000504e+00, step -0.999665 Vt
above: iterate 4: u = 6.001416e+00, step -0.999089 Vt
above: iterate 5: u = 5.003891e+00, step -0.997525 Vt
above: iterate 6: u = 4.010603e+00, step -0.993288 Vt
above: iterate 7: u = 3.028725e+00, step -0.981878 Vt
above: iterate 8: u = 2.077102e+00, step -0.951623 Vt
above: iterate 9: u = 1.202395e+00, step -0.874707 Vt
above: iterate 10: u = 5.028688e-01, step -0.699526 Vt
above: iterate 11: u = 1.076619e-01, step -0.395207 Vt
above: iterate 12: u = 5.593040e-03, step -0.102069 Vt
above: iterate 13: u = 1.561193e-05, step -0.005577 Vt
above: iterate 14: u = 1.218655e-10, step -0.000016 Vt
above: iterate 15: u = 7.425600e-21, step -0.000000 Vt
crawl bounds: S < 0.7852, U - 1 < K < U + 0.4173
double precision: exp overflows above argument 709.78
largest safe start below root: 6.553 Vt
log form, one step lands at 0.41669 V (below), 0.41669 V (above)
Debye length = 12.93 nm
uniform start, zero-field ends, 1 nm grid: u1 = 22015.5
pinned neighbours, h = 1 nm: lambda = 3.343e+02, u1 = 0.00299
pinned neighbours, h = 100 nm: lambda = 3.343e-02, u1 = 29.86
pinned neighbours, h = 1000 nm: lambda = 3.343e-04, u1 = 2632
Fermi-Dirac root shift: 1.263e-03 Vt = 0.0326 mV
Fermi-Dirac run from 10 Vt below: 20 steps in total
Fermi-Dirac eta: -15.63 22009.83 7336.61 2445.54 815.18 271.72 90.57 30.18 10.02 3.23 0.69
incomplete ionization: n/N = 0.9623, root shift -0.0384 Vt = -0.994 mV
holes at 300 K lower the overshoot by 0.107 Vt
at 400 K: ni = 3.46e+12 cm^-3 (rough), Vt = 34.469 mV
at 400 K with holes: overshoot 13918 Vt = 479.7 V
```
